\section*{Why a Bare-Logarithm Capacitance Solver Fails for a Unit-Radius Wire}

\section{One round wire}

\textbf{Q.} I compute interconnect capacitances with a two-dimensional boundary-element code. Its kernel is $\ln r$ with lengths in micrometres. For one round wire of radius $1\,\mu$m the result is absurd, while other radii give ordinary-looking numbers. What is special about this radius?

\textbf{A.} Begin with what the kernel means. Take long parallel wires, perfect conductors and a uniform dielectric of permittivity $\varepsilon$. A line charge $\lambda$ per length has the radial field $\lambda/(2\pi\varepsilon r)$. Integrating it gives
\begin{equation}
\phi(r)=-\frac{\lambda}{2\pi\varepsilon}\ln\frac{r}{L_0},
\end{equation}
where $L_0$ is the distance at which the potential is set to zero. A surface charge $\sigma$ is a sum of line charges $\sigma\,ds'$, so
\begin{equation}
\phi(\mathbf r)=-\frac{1}{2\pi\varepsilon}\oint\sigma(\mathbf r')\ln\frac{|\mathbf r-\mathbf r'|}{L_0}\,ds'.
\label{eq:layer}
\end{equation}
A code that writes $\ln r$ for a number $r$ in micrometres has chosen $L_0=1\,\mu$m.

Now put uniform charge on a circle of radius $a$. Two points of the circle separated by the angle $t$ are $2a|\sin(t/2)|=a|1-e^{it}|$ apart. For $0<\rho<1$ the series of the logarithm gives
\begin{equation}
\ln|1-\rho e^{it}|=\mathrm{Re}\,\ln(1-\rho e^{it})=-\sum_{n\ge1}\frac{\rho^n}{n}\cos nt .
\label{eq:series}
\end{equation}
The singularity at $\rho=1$, $t=0$ is integrable, so the Fourier coefficients have the limits $-1/n$ as $\rho\to1$. There is no constant term: the mean of $\ln|1-e^{it}|$ is zero. With $\sigma=\lambda/(2\pi a)$ only $\ln(a/L_0)$ survives, and
\begin{equation}
\phi(a)=-\frac{\lambda}{2\pi\varepsilon}\ln\frac{a}{L_0}.
\end{equation}
This vanishes at $a=L_0$. The code then sees a charge that produces no boundary potential, and it can add any amount of it without changing its equations.

For numbers take relative permittivity 3, so $\varepsilon=26.56$ aF/$\mu$m, and $\lambda=100$ aC/$\mu$m. The prefactor is $100/(2\pi\times26.56)=0.599$ V. Radii of 0.5, 1 and 2 $\mu$m give $0.415$, $0$ and $-0.415$ V. The special size is therefore one unit of the code, not a physical micrometre.

\textbf{Q.} Could some non-uniform charge cause the same trouble at another radius?

\textbf{A.} Not for a single circle. Insert the Fourier series into (\ref{eq:layer}), with $ds'=a\,d\theta'$:
\begin{equation}
\phi(\theta)=-\frac{a}{2\pi\varepsilon}\int_0^{2\pi}\!\sigma(\theta')\Big[\ln\frac{a}{L_0}-\sum_{n\ge1}\frac{\cos n(\theta-\theta')}{n}\Big]d\theta'.
\end{equation}
For $\sigma=\cos m\theta'$ with $m\ge1$, the constant integrates to zero. In the sum only $n=m$ contributes, and its integral is $\pi\cos m\theta$. Sines behave in the same way. Hence
\begin{equation}
1\mapsto\frac{a}{\varepsilon}\ln\frac{L_0}{a},\qquad
\cos m\theta\mapsto\frac{a}{2m\varepsilon}\cos m\theta .
\label{eq:eig}
\end{equation}
These functions form a complete set. The second factor is never zero, so a null density exists if and only if $a=L_0$, and it is the uniform one.

The same result shows why the code cannot answer at $a=L_0$. Every attainable boundary potential then has zero mean, because its constant part is multiplied by zero. A conductor at constant $V\neq0$ is not attainable. At other radii $\sigma=\varepsilon V/[a\ln(L_0/a)]$, and multiplication by $2\pi a$ gives
\begin{equation}
\lambda=\frac{2\pi\varepsilon V}{\ln(L_0/a)} .
\label{eq:bare}
\end{equation}
This diverges at $a=L_0$ and is negative beyond it. With $L_0=1\,\mu$m, the panel code returns $240.7$ aF/$\mu$m for $a=0.5\,\mu$m and $-240.8$ aF/$\mu$m for $a=2\,\mu$m. A negative capacitance shows that the ordinary-looking numbers were not sound either.

\textbf{Q.} A charged conductor at zero potential troubles me. Should zero potential on the boundary not force the outside field to vanish?

\textbf{A.} It would if the potential also behaved properly far away. Outside the circle $|\mathbf r-\mathbf r'|=r|1-(a/r)e^{it}|$, and by (\ref{eq:series}) the mean logarithm is $\ln r$. The outside potential is $-(\lambda/2\pi\varepsilon)\ln(r/L_0)$, with the usual field $\lambda/(2\pi\varepsilon r)$. For $a=L_0=1\,\mu$m and the same 100 aC/$\mu$m, the potential is $-1.38$ V at $r=10\,\mu$m.

The uniqueness proof integrates $|\nabla\phi|^2$ between the conductor and a large circle of radius $R$. Since $\nabla^2\phi=0$, the integral becomes boundary terms. The one on the conductor vanishes with $\phi$. The outer one is
\begin{equation}
\varepsilon\,2\pi R\,\phi\,\frac{\partial\phi}{\partial r}\Big|_R
=\varepsilon\,2\pi R\Big(\!-\frac{\lambda}{2\pi\varepsilon}\ln\frac{R}{L_0}\Big)\Big(\!-\frac{\lambda}{2\pi\varepsilon R}\Big)
=\frac{\lambda^2}{2\pi\varepsilon}\ln\frac{R}{L_0}.
\end{equation}
It grows with $R$, so nothing forces the field to vanish. The net charge is what keeps this term alive.

\textbf{Q.} Does $L_0$ correspond to anything I could build?

\textbf{A.} For the single round wire it does. Surround the wire by a concentric grounded shield of radius $R$. The field between them is $\lambda/(2\pi\varepsilon r)$, and integration from $a$ to $R$ gives
\begin{equation}
V=\frac{\lambda}{2\pi\varepsilon}\ln\frac Ra,\qquad \frac{\lambda}{V}=\frac{2\pi\varepsilon}{\ln(R/a)} .
\end{equation}
This is (\ref{eq:bare}) with $R=L_0$. The bare kernel has placed a hidden return conductor one code unit from the axis. At $a=L_0$ the shield touches the wire and the capacitance diverges. For $a>L_0$ the shield would lie inside the wire, which no real arrangement can reproduce.

For $a=0.5\,\mu$m and $R=1.5\,\mu$m, a calculation with the shield actually present gives $151.92$ aF/$\mu$m. The bare single-wire calculation with $L_0=1.5\,\mu$m gives $151.90$ aF/$\mu$m. Without a return, $R\to\infty$ and the capacitance per length tends to zero. An isolated infinite line has no nonzero capacitance per length for a code to find.

\section{What the matrix does}

\textbf{Q.} My program did not stop with a singular-matrix error at $a=L_0$. It printed a huge capacitance, and a finer mesh made it larger. Why?

\textbf{A.} The panels form a polygon, and its critical radius is slightly shifted. Suppose the $N$ vertices lie on the circle of radius $a$, each panel has constant charge density, and the potential is imposed at panel midpoints. By rotational symmetry equal panel densities give equal midpoint potentials, so this is the solution for constant $V$. We need the mean $M$ of $\ln|\mathbf r-\mathbf r'|$ over the perimeter, seen from a midpoint.

Let $h=\pi/N$. The midpoints lie on a circle of radius $b=a\cos h$. At angle $\varphi$ from its own midpoint, a panel lies at radius $b/\cos\varphi\simeq b(1+\varphi^2/2)$. The sources are thus displaced outward from the circle $b$ by $\delta=b\varphi^2/2$, and the observer is not displaced. For a source at radius $r$ and angle $t$ from the observer, $d^2=r^2+b^2-2rb\cos t$, so
\begin{equation}
\frac{\partial\ln d}{\partial r}\Big|_{r=b}=\frac{b-b\cos t}{2b^2(1-\cos t)}=\frac1{2b}.
\end{equation}
This is the same for all angles. The mean of $\varphi^2/2$ over $-h<\varphi<h$ is $h^2/6$, so the displacement adds $h^2/12$ to $M$.

Two effects remain. The charge per angle is uneven by a relative amount of order $h^2$, but its Fourier orders are $N,2N,\dots$, where (\ref{eq:eig}) supplies another factor $1/N$. The second-order displacement terms are of size $\delta^2/d^2$. For a panel $j$ places away this is about $h^2/j^2$, with weight of order $h$; the sum over $j$ converges, and the observer's own panel also gives order $h^3$. Both effects are therefore of order $h^3$. With $\ln\cos h\simeq-h^2/2$,
\begin{equation}
M=\ln a-\frac{h^2}{2}+\frac{h^2}{12}+O(h^3)=\ln a-\frac{5\pi^2}{12N^2}+O(N^{-3}).
\end{equation}
The matrix is singular where $M=\ln L_0$, at a radius $a_*$ given by
\begin{equation}
\ln\frac{a_*}{L_0}=\frac{5\pi^2}{12N^2}+O(N^{-3}).
\end{equation}
At $a=L_0$ the logarithm that should be zero is replaced by this small number, and the returned capacitance is
\begin{equation}
C_{\rm bare}\simeq2\pi\varepsilon\,\frac{12N^2}{5\pi^2}=\frac{24\,\varepsilon N^2}{5\pi}.
\end{equation}

For $N=128$ the determinant changes sign at $a_*=1.000250\,\mu$m; the formula gives a shift of $2.51\times10^{-4}$. At $a=L_0$, meshes of 50, 100 and 200 panels return $1.03\times10^5$, $4.08\times10^5$ and $1.63\times10^6$ aF/$\mu$m. For $N=200$ the leading formula gives $1.62\times10^6$. Each doubling of $N$ multiplies the answer by about four. The coefficient $5\pi^2/12$ belongs to this panel scheme; another discretization can have another shift.

\section{The repair, and several conductors}

\textbf{Q.} How do I repair the code without guessing a safe unit?

\textbf{A.} Include every conductor that carries return charge, require zero total charge, and let the constant in the potential be an unknown $\phi_0$:
\begin{equation}
\phi_\sigma(\mathbf r)+\phi_0=V_i\ \ \text{on conductor } i,\qquad \oint\sigma\,ds=0 .
\label{eq:neutral}
\end{equation}
Here $\phi_\sigma$ is the potential (\ref{eq:layer}) and the integral covers all conductors. A change from $L_0$ to $L_0'$ adds $(\Lambda/2\pi\varepsilon)\ln(L_0'/L_0)$ to $\phi_\sigma$, where $\Lambda$ is the total charge per length. Since $\Lambda=0$, nothing changes.

We must also show that no null density remains. For neutral charge the $\ln r$ term cancels far away. Then $\phi_\sigma=O(1/r)$, its gradient is $O(1/r^2)$, and the boundary term on a circle of radius $R$ is of order $R\cdot R^{-1}\cdot R^{-2}$, which vanishes as $R\to\infty$. Integrate $\varepsilon|\nabla\phi_\sigma|^2$ by parts inside and outside the outlines. The potential is continuous across each surface and the normal component of $\varepsilon\mathbf E$ jumps by $\sigma$, so
\begin{equation}
\oint\sigma\phi_\sigma\,ds=\varepsilon\int|\nabla\phi_\sigma|^2\,dA .
\label{eq:energy}
\end{equation}
Suppose (\ref{eq:neutral}) has a solution with all $V_i=0$. Then $\phi_\sigma=-\phi_0$ on every conductor, and the left side is $-\phi_0\Lambda=0$. The field vanishes everywhere, hence so does its jump $\sigma$, and then $\phi_0=0$. The solution is unique for every $L_0$. On smooth outlines existence follows too: each self-interaction is the circle's logarithmic kernel plus a smooth one, to which the Fredholm alternative applies.

With a single wire and no return, (\ref{eq:neutral}) gives $\sigma=0$ and $\phi_0=V$, the zero capacitance found above.

\textbf{Q.} With two wires, is a radius of one unit still the dangerous case?

\textbf{A.} In general it is not. The dangerous length belongs to the whole set. Replace the zero in (\ref{eq:neutral}) by a total charge $\Lambda\ne0$ and set all $V_i$ equal. The solution is the charge that makes all conductors equipotential. Their common $\phi_\sigma$ is proportional to $\Lambda$ and depends on $L_0$ as stated above, so it can be written
\begin{equation}
\phi_\sigma=\frac{\Lambda}{2\pi\varepsilon}\ln\frac{L_0}{c},
\label{eq:c}
\end{equation}
which defines a length $c$, the logarithmic capacity of the set. At $L_0=c$ this charge is a null density of the bare solver. Conversely, any null density has $\Lambda\neq0$, since (\ref{eq:energy}) would otherwise make it zero. Scale it to the same $\Lambda$ as the equipotential charge. Their difference is neutral with constant potential, so it vanishes, and therefore $L_0=c$.

For one circle $c=a$. For a coaxial pair, uniform charge on the outer conductor alone makes the whole interior equipotential, so $c$ is the outer radius. With radii 0.5 and 1.5 $\mu$m the panel matrix is singular at $L_0=1.4998\,\mu$m, close to 1.5.

For two equal thin wires, with centre distance $D\gg a$, each carries $\Lambda/2$ almost uniformly. The potential on either one is
\begin{equation}
-\frac{\Lambda}{4\pi\varepsilon}\Big(\ln\frac a{L_0}+\ln\frac D{L_0}\Big)
=\frac{\Lambda}{2\pi\varepsilon}\ln\frac{L_0}{\sqrt{aD}} ,
\end{equation}
so $c\simeq\sqrt{aD}$. For $a=1\,\mu$m and $D=4\,\mu$m this is $2\,\mu$m; the panel calculation gives $2.061\,\mu$m, 3\% more. Since $c$ scales with the drawing, a code in micrometres fails for this shape when each radius is about $1/2.061=0.485\,\mu$m.

\textbf{Q.} Then my pair with $a=1\,\mu$m and $D=4\,\mu$m is not singular in micrometres. May I trust the bare result?

\textbf{A.} Only if the imposed voltages happen to produce neutral charge. First find the true pair capacitance. Put line charges $\pm\lambda$ at $x=\pm p$, with $p^2=D^2/4-a^2$. Their potential is $(\lambda/2\pi\varepsilon)\ln(r_-/r_+)$, where $r_\pm$ are the distances to $\pm\lambda$, and $L_0$ has cancelled. On the right-hand wire surface $x=D/2+a\cos\theta$ and $y=a\sin\theta$. Using $a^2+p^2=D^2/4$,
\begin{align}
r_\pm^2&=\tfrac{D^2}{4}+aD\cos\theta+a^2+p^2\mp2p\big(\tfrac D2+a\cos\theta\big)\nonumber\\
&=\big(\tfrac D2\mp p\big)(D+2a\cos\theta).
\end{align}
The ratio $r_-/r_+$ is constant, so this surface is an equipotential. Since $(D/2-p)(D/2+p)=a^2$, the ratio equals $(D/2+p)/a$, whose logarithm is $\operatorname{arccosh}(D/2a)$. The other wire has the opposite potential, so the voltage difference is twice this one:
\begin{equation}
V=\frac{\lambda}{\pi\varepsilon}\operatorname{arccosh}\frac{D}{2a},\qquad
C=\frac{\pi\varepsilon}{\operatorname{arccosh}(D/2a)} .
\label{eq:pair}
\end{equation}
Here $C=83.45/1.317=63.4$ aF/$\mu$m, or 63.4 pF/m.

Now impose $V$ and $0$ in the bare code. Split the voltages into $(V/2,-V/2)$ plus $(V/2,V/2)$. The first part gives charges $\pm CV$. For the second, (\ref{eq:c}) gives $\Lambda=\pi\varepsilon V/\ln(L_0/c)$, shared equally. Thus
\begin{equation}
\lambda_{1,2}=\pm CV+\frac{\pi\varepsilon V}{2\ln(L_0/c)} .
\end{equation}
The last term is each wire's share of the net charge, whose return is missing from the drawing. A grounded shield of radius $L_0$ would supply that return only if $L_0$ were much larger than the pair. For $L_0=1\,\mu$m the last term is $41.72/\ln(1/2.061)=-57.7$ aC/$\mu$m at 1 V, which leaves only 5.7 on the driven wire. With 200 panels per wire the bare code returns the values below; a finer mesh moves some of them by about 0.01.
\begin{center}
\begin{tabular}{lrr}
Code unit & $\lambda_1$ (aC/$\mu$m) & $\lambda_2$ (aC/$\mu$m)\\
1 nm & 57.89 & $-68.83$\\
1 $\mu$m & 5.67 & $-121.05$\\
1 mm & 70.11 & $-56.61$
\end{tabular}
\end{center}
Even the millimetre unit, far from critical, puts $\lambda_1/V$ 11\% above the true $C$. The neutral system (\ref{eq:neutral}) gives 63.36 aF/$\mu$m in all three units, and also at the critical $L_0=c$. For these equal wires $(\lambda_1-\lambda_2)/2$ recovers $CV$ from any row, because the common term cancels.

\textbf{Q.} My lines lie above a conducting plane. Do I still need the neutrality condition?

\textbf{A.} Not if the plane is grounded and built into the kernel. Each charge then has an opposite image, and the potential per unit line charge is
\begin{equation}
\frac{1}{2\pi\varepsilon}\ln\frac{r_{\rm image}}{r} .
\end{equation}
No unit is left. The charges and their images are neutral together, so the energy argument again excludes a null density, provided the conductors lie wholly above the plane.

A wire at height $H$ and its image form the pair above with $D=2H$. The wire-to-plane voltage is half the pair voltage, so
\begin{equation}
C_{\rm plane}=\frac{2\pi\varepsilon}{\operatorname{arccosh}(H/a)}
\ \longrightarrow\ \frac{2\pi\varepsilon}{\ln(2H/a)}\quad(H\gg a).
\end{equation}
For $a=1\,\mu$m and $H=5\,\mu$m the full expression gives 72.8 aF/$\mu$m, as does the panel calculation with the image kernel. The radius is still one code unit, and nothing fails.

\section{Real lines}

\textbf{Q.} How close is 63 aF/$\mu$m to a real pair of lines?

\textbf{A.} The size is roughly that of thick upper-level copper lines, and the permittivity that of dense organosilicate glass; the finest lines are far smaller. Thick levels often lie in silicon oxide instead, with relative permittivity near 4, which would raise the value by about a third. For balanced drive at $\pm V/2$, the round section matters most among the other assumptions sized here. Square wires of side $2\,\mu$m at the same centre distance give about 74 aF/$\mu$m, 17\% more. A ground plane $5\,\mu$m below the centres, with the round wires at $\pm0.5$ V, raises the value by 4.6\%; a plane $2\,\mu$m below the centres raises it by 31\%. With 1 V and 0 V imposed, the plane at $5\,\mu$m matters far more, because it returns the net charge: the driven wire then carries about 92 aC/$\mu$m, and the wire-to-wire coupling falls to about 40 aF/$\mu$m. Further neighbouring lines are not included, so 63 aF/$\mu$m is not a design value.

A cap layer $0.1\,\mu$m thick with relative permittivity 5, lying just above the wire tops, would hold 2.65\% of the original field energy. At fixed voltage the true field minimizes the energy, so keeping the old field gives an upper bound on the increase: $2.65\%\times(5/3-1)=1.8\%$. For a pair 1 mm long at balanced drive, end effects are of order $D$ divided by length, a few tenths of a per cent. With $V$ and $0$ relative to distant ground, a free pair of finite length also carries net charge that falls only logarithmically with length. At 1 mm it adds about 12\% to the charge on the driven wire.

The peak field, on the facing surfaces, is 0.0066 MV/cm at 1 V. Linear scaling to a rough breakdown field of 5 MV/cm gives several hundred volts, so breakdown does not limit the model at 1 V. That figure is not a voltage rating, since long-term failure and defects are left out. If the whole drawing shrinks at fixed voltage, the capacitance per length in (\ref{eq:pair}) stays the same while the field grows inversely with size. With $V$ and $0$ imposed, the bare code in micrometres would not respect this scaling: as this drawing shrank from $c=2.061\,\mu$m, its answer would pass through the singularity at $c=L_0$. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Relative permittivity: 3.0
Permittivity eps: 26.5626 aF/um
Wire radius a: 1.0 um; centre distance D: 4.0 um
Uniform test charge: 100 aC/um, code unit 1 um
Boundary potential, radius 0.5 um: 0.4153 V
Boundary potential, radius 1.0 um: 0.0000 V
Boundary potential, radius 2.0 um: -0.4153 V
Potential at r = 10 um, radius 1 um: -1.3796 V
Bare capacitance, radius 0.5 um, unit 1 um: 240.7 aF/um
Bare capacitance, radius 2.0 um, unit 1 um: -240.8 aF/um
Singular radius of matrix, N = 64: 1.000995 um
Singular radius of matrix, N = 128: 1.000250 um
N^2 ln(a*/L0), extrapolated: 4.1117; 5 pi^2/12: 4.1123
Bare capacitance at a = L0, N = 50: 1.027e+05 aF/um
Bare capacitance at a = L0, N = 100: 4.083e+05 aF/um
Bare capacitance at a = L0, N = 200: 1.628e+06 aF/um
Coax radii: 0.5 and 1.5 um; critical unit: 1.4998 um
Coax capacitance with real shield: 151.92 aF/um
Bare single wire with L0 = shield radius: 151.90 aF/um
Pair critical unit c: 2.0612 um; sqrt(aD): 2.0000 um
Pair capacitance, closed form: 63.365 aF/um
Unit 1 nm: bare q1 57.89, q2 -68.83 aC/um at 1 V, 0 V; neutral solver 63.359 aF/um
Unit 1 um: bare q1 5.67, q2 -121.05 aC/um at 1 V, 0 V; neutral solver 63.359 aF/um
Unit 1 mm: bare q1 70.11, q2 -56.61 aC/um at 1 V, 0 V; neutral solver 63.359 aF/um
Neutral solver at the pair's critical unit: 63.359 aF/um
Ground plane below wire centres: 5.0 um
One wire over ground, image kernel: 72.80 aF/um
Pair at +0.5 V and -0.5 V over ground: 66.27 aF/um, change 4.6 %
Square wires, side 2.0 um: 73.9 aF/um, change 17 %
Cap layer: 0.1 um, relative permittivity 5.0 (rough)
Field-energy share in cap: 2.65 %
Upper bound on cap change of C: 1.76 %
Peak field at 1 V: 0.00658 MV/cm
Rough breakdown field: 5 MV/cm, reached near 760 V
End effect, order D/length for 1000 um: 0.4 %
\end{verbatim}
